\section*{From LS to jj coupling in t2g^4: the Van Vleck gap}

\section*{Problem}

An isolated cubic ion has four electrons in the orbitals $yz$, $zx$, $xy$ (the $t_{2g}$ shell). The $e_g$ orbitals are left out. The Hamiltonian is $H=H_K+\lambda\sum_i\mathbf L_i\cdot\mathbf s_i$ with $\lambda>0$ and
\begin{align*}
H_K={}&U\sum_a n_{a\uparrow}n_{a\downarrow}+U'\sum_{a\neq b}n_{a\uparrow}n_{b\downarrow}
+(U'-J_H)\sum_{a<b,\sigma}n_{a\sigma}n_{b\sigma}\\
&-J_H\sum_{a\neq b}c^\dagger_{a\uparrow}c_{a\downarrow}c^\dagger_{b\downarrow}c_{b\uparrow}
+J_H\sum_{a\neq b}c^\dagger_{a\uparrow}c^\dagger_{a\downarrow}c_{b\downarrow}c_{b\uparrow},
\end{align*}
where $U'=U-2J_H$ and $J_H\ge 0$. Here $\mathbf L_i$ is the $d$-shell orbital angular momentum projected on $t_{2g}$. Angular momenta are in units of $\hbar$. Hund's coupling is written $J_H$ to keep it apart from the total angular momentum $J$. The constant $\lambda$ belongs to one electron; the spin-orbit constant of a whole multiplet is a different quantity.

\begin{enumerate}
\item[(a)] Write $H_K$ in terms of $N$, $\mathbf S^2$ and $\mathbf L^2$, and find the terms of $t_{2g}^4$.
\item[(b)] Include $\lambda$ and find all levels. Show that the ground state has $J=0$ for every $J_H\ge0$.
\item[(c)] Find the gap $\Delta$ to the levels that a magnetic field mixes into the ground state (the Van Vleck gap), and its limits.
\item[(d)] Follow the ground state between LS and jj coupling. Evaluate the results for the round model values $U=2.0$, $J_H=0.30$, $\lambda=0.40$ eV.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Compare the matrices of $\mathbf L_i$ in the three orbitals with those of a $p$ shell. Mind the sign.
\item A two-body interaction is fixed by its action on two electrons. Express it through the operator that swaps their orbitals.
\item Four electrons in six spin-orbitals are two holes.
\item Each value of $J$ occurs at most twice. The levels at $J_H=0$ follow from counting electrons, and a $2\times2$ block is fixed by its trace, its determinant and one diagonal element.
\item Acting on a $J=0$ state, a vector operator can produce only $J=1$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Interaction and terms}

\emph{Effective angular momentum.} With $L_z=-i(x\partial_y-y\partial_x)$,
\[
L_z\,yz=-i\,zx,\qquad L_z\,zx=+i\,yz,\qquad L_z\,xy=-i(x^2-y^2).
\]
The last function is an $e_g$ orbital, so its projection on $t_{2g}$ is zero. For $p$ orbitals the same operator gives $L_z\,x=+i\,y$, $L_z\,y=-i\,x$, $L_z\,z=0$. Matching $yz,zx,xy$ with $x,y,z$, the matrices have opposite sign; cyclic permutation of the axes gives the other components. Hence
\[
\mathbf L_i=-\mathbf l_i,\qquad (l_k)_{ab}=-i\epsilon_{kab},
\]
where $\mathbf l_i$ is a true angular momentum with $l=1$.

\emph{Pair operator.} Let $\Pi$ swap the orbitals of two electrons and let $K=\sum_{ab}|aa\rangle\langle bb|$ act on their orbital state. On two electrons $H_K$ equals
\[
V=U'+J_H(\Pi+K),
\]
as the following cases show.
\begin{itemize}
\item Both in orbital $a$: $V|aa\rangle=(U'+J_H)|aa\rangle+J_H\sum_b|bb\rangle$. The diagonal element is $U'+2J_H=U$, and the others are the pair hopping $J_H$.
\item Different orbitals, parallel spins: $\Pi=-1$ and $K=0$, so $V=U'-J_H$.
\item Different orbitals, opposite spins: in $H_K$ the states $|a{\uparrow}b{\downarrow}\rangle$ and $|a{\downarrow}b{\uparrow}\rangle$ have diagonal element $U'$ and coupling $-J_H$. The triplet (sum) has $U'-J_H$ and the singlet (difference) $U'+J_H$. This agrees with $\Pi=-1$ and $\Pi=+1$.
\end{itemize}

Next, $K$ is eliminated. The element of $\mathbf l_1\cdot\mathbf l_2$ from $|cd\rangle$ to $|ab\rangle$ is
\[
\sum_k(-i\epsilon_{kac})(-i\epsilon_{kbd})=-(\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{cb})
=\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd},
\]
so $\mathbf l_1\cdot\mathbf l_2=\Pi-K$. Swapping both orbitals and spins changes the sign of the state, and the spin swap is $\tfrac12+2\mathbf s_1\cdot\mathbf s_2$. Therefore $\Pi=-\tfrac12-2\mathbf s_1\cdot\mathbf s_2$, and
\begin{align*}
V&=U'+J_H(2\Pi-\mathbf l_1\cdot\mathbf l_2)\\
&=U-3J_H-4J_H\,\mathbf s_1\cdot\mathbf s_2-J_H\,\mathbf l_1\cdot\mathbf l_2 .
\end{align*}
For $N$ electrons we sum over pairs, with $\mathbf L=\sum_i\mathbf L_i=-\sum_i\mathbf l_i$ and
\[
\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=\tfrac12\left(\mathbf S^2-\tfrac34N\right),\qquad
\sum_{i<j}\mathbf l_i\cdot\mathbf l_j=\tfrac12\left(\mathbf L^2-2N\right).
\]
The terms linear in $N$ add up to $\tfrac32J_HN+J_HN$, so
\begin{equation}
H_K=(U-3J_H)\frac{N(N-1)}2-2J_H\mathbf S^2-\frac{J_H}2\mathbf L^2+\frac52J_HN .
\label{eq:HK}
\end{equation}

\emph{Terms.} The filled shell has $S=L=0$, so each hole carries spin $\tfrac12$ and orbital momentum 1. For two holes, the antisymmetric orbital combination ($L=1$) goes with $S=1$, and the symmetric ones ($L=0,2$) go with $S=0$. The terms are ${}^3P$, ${}^1D$, ${}^1S$, with $9+5+1=15$ states. For $N=4$, Eq.~(\ref{eq:HK}) gives
\[
E=6U-8J_H-2J_HS(S+1)-\tfrac12J_HL(L+1),
\]
that is,
\[
E({}^3P)=6U-13J_H,\quad E({}^1D)=E({}^3P)+2J_H,\quad E({}^1S)=E({}^3P)+5J_H .
\]
From here on energies are measured from $E({}^3P)$. The parameter $U$ then drops out.

\subsection*{(b) Spin-orbit coupling}

Since $\lambda\,\mathbf L_i\cdot\mathbf s_i=-\lambda\,\mathbf l_i\cdot\mathbf s_i$ is a scalar under joint rotations generated by $\mathbf s_i+\mathbf l_i$, and $H_K$ depends on $\mathbf S^2$ and $\mathbf L^2$, the conserved angular momentum is
\[
\mathbf J=\mathbf S+\sum_i\mathbf l_i=\mathbf S-\mathbf L .
\]
The term ${}^3P$ contains $J=0,1,2$, while ${}^1D$ has $J=2$ and ${}^1S$ has $J=0$. There are thus two levels with $J=0$, one with $J=1$ and two with $J=2$.

For one electron $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]$, which is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. The four $j=\tfrac32$ states lie at $-\lambda/2$ and the two $j=\tfrac12$ states at $+\lambda$. At $J_H=0$ the four-electron levels are therefore as follows.
\begin{itemize}
\item $(\tfrac32)^4$ is a closed shell with $J=0$ and energy $-2\lambda$.
\item $(\tfrac32)^3(\tfrac12)^1$ couples a hole with $j=\tfrac32$ to an electron with $j=\tfrac12$. This gives $J=1,2$ at $-\tfrac32\lambda+\lambda=-\tfrac12\lambda$.
\item $(\tfrac32)^2(\tfrac12)^2$ must supply the remaining levels, $J=0,2$, at $-\lambda+2\lambda=\lambda$.
\end{itemize}

In the basis of LS terms, the spin-orbit operator is a vector with respect to total spin. Its elements between two $S=0$ states vanish, so the diagonal elements for ${}^1S_0$ and ${}^1D_2$ are zero. For $J=0$ the trace $-2\lambda+\lambda=-\lambda$ is then the element of ${}^3P_0$, and the determinant $-2\lambda^2$ is minus the squared coupling. For $J=2$ the trace is $\lambda/2$ and the determinant $-\lambda^2/2$. The phases of the basis states can be chosen to make the couplings positive. These elements do not depend on $J_H$, and $H_K$ is diagonal in this basis, so
\[
h_0=\begin{pmatrix}-\lambda&\sqrt2\,\lambda\\ \sqrt2\,\lambda&5J_H\end{pmatrix},\qquad
h_1=-\frac\lambda2,\qquad
h_2=\begin{pmatrix}\lambda/2&\lambda/\sqrt2\\ \lambda/\sqrt2&2J_H\end{pmatrix}.
\]
The first basis state belongs to ${}^3P$. For $J=0$ the discriminant is
\[
(5J_H-\lambda)^2+4(5J_H\lambda+2\lambda^2)=(5J_H+\lambda)^2+8\lambda^2\equiv R^2,
\]
and the levels are
\begin{align*}
E_0^\pm&=\tfrac12(5J_H-\lambda\pm R),\qquad E_1=-\tfrac12\lambda,\\
E_2^\pm&=J_H+\tfrac14\lambda\pm\tfrac12\sqrt{(2J_H-\tfrac12\lambda)^2+2\lambda^2}.
\end{align*}

\emph{Order of the levels.} Because $R>5J_H+\lambda$,
\[
E_1-E_0^-=\tfrac12(R-5J_H)>\tfrac12\lambda>0,
\]
and $E_0^+>5J_H\ge0$. For $J=2$, the matrix $h_2+\lambda/2$ has positive trace and determinant
\[
\lambda\left(2J_H+\tfrac12\lambda\right)-\tfrac12\lambda^2=2J_H\lambda\ge0 ,
\]
so both $J=2$ levels lie at or above $E_1$. The ground state is the singlet $E_0^-$ for all $J_H\ge0$, and no level crosses it. The first excited level is $J=1$; the lower $J=2$ level joins it at $J_H=0$.

\subsection*{(c) The Van Vleck gap}

With $g_s=2$ the magnetic moment is $-\mu_B(\mathbf L+2\mathbf S)$, where $\mu_B=e\hbar/(2mc)$. It is a vector under $\mathbf J$, so it has no expectation value in the $J=0$ ground state and connects it only to $J=1$. There is one $J=1$ level, so the second-order response to a field has the single energy denominator
\begin{equation}
\Delta=E_1-E_0^-=\tfrac12\left[\sqrt{(5J_H+\lambda)^2+8\lambda^2}-5J_H\right].
\label{eq:gap}
\end{equation}
At fixed $\lambda$,
\[
\frac{\partial\Delta}{\partial J_H}=\frac52\left(\frac{5J_H+\lambda}{R}-1\right)<0 ,
\]
so Hund's coupling lowers the gap throughout.

\emph{Weak Hund's coupling (jj).} From $R^2=9\lambda^2+10J_H\lambda+25J_H^2$ we get $R\approx3\lambda+\tfrac53J_H$ to first order in $J_H$, and
\[
\Delta\approx\tfrac32\lambda+\tfrac56J_H-\tfrac52J_H=\tfrac32\lambda-\tfrac53J_H .
\]
The leading term is the cost of promoting one electron from $j=\tfrac32$ to $j=\tfrac12$.

\emph{Strong Hund's coupling (LS).} Here $R\approx5J_H+\lambda+4\lambda^2/(5J_H)$, and
\[
\Delta\approx\tfrac12\lambda+\frac{2\lambda^2}{5J_H}.
\]
The leading term is the interval between ${}^3P_0$ and ${}^3P_1$. The correction is the second-order lowering of ${}^3P_0$ by ${}^1S_0$: the squared coupling $2\lambda^2$ over the distance $5J_H$.

\subsection*{(d) The ground state between the limits}

Write the ground state as $|g\rangle=\cos\theta\,|{}^3P_0\rangle-\sin\theta\,|{}^1S_0\rangle$. The diagonal elements of $h_0$ differ by $5J_H+\lambda$, so
\[
\cos2\theta=\frac{5J_H+\lambda}{R},\qquad \sin2\theta=\frac{2\sqrt2\,\lambda}{R}.
\]
The weight of ${}^3P_0$ is
\[
w_P=\cos^2\theta=\frac12\left(1+\frac{5J_H+\lambda}{R}\right).
\]
The closed $j=\tfrac32$ shell is the ground state at $J_H=0$. There $R=3\lambda$, so its angle $\theta_0$ has $\cos2\theta_0=\tfrac13$ and $\sin2\theta_0=\tfrac{2\sqrt2}3$. Its weight in $|g\rangle$ is
\begin{align*}
w_{jj}&=\cos^2(\theta-\theta_0)
=\tfrac12\left(1+\cos2\theta\cos2\theta_0+\sin2\theta\sin2\theta_0\right)\\
&=\frac12\left(1+\frac{(5J_H+\lambda)+8\lambda}{3R}\right)
=\frac12\left(1+\frac{5J_H+9\lambda}{3R}\right).
\end{align*}
As $J_H/\lambda$ runs from 0 to infinity, $w_P$ goes from $\tfrac23$ to 1 and $w_{jj}$ from 1 to $\tfrac23$. The two limiting states thus overlap strongly, and the change is a smooth crossover. The weights are equal when $3(5J_H+\lambda)=5J_H+9\lambda$, that is, at $J_H=\tfrac35\lambda$.

The two $J=0$ configurations hold zero or two electrons with $j=\tfrac12$, so the mean number of these is $2(1-w_{jj})$. It tends to $\tfrac23$ in the LS limit: the $j=\tfrac32$ shell is then no longer full, although $J$ is still zero.

\begin{center}
\begin{tabular}{cccc}
$J_H/\lambda$ & $\Delta/\lambda$ & $w_P$ & $w_{jj}$\\[2pt]
0 & 1.500 & 0.667 & 1.000\\
0.3 & 1.137 & 0.831 & 0.964\\
0.6 & 0.949 & 0.908 & 0.908\\
1 & 0.817 & 0.952 & 0.852\\
5 & 0.577 & 0.997 & 0.717\\
20 & 0.520 & 1.000 & 0.680
\end{tabular}
\end{center}

\emph{Numbers.} For $J_H=0.30$ eV and $\lambda=0.40$ eV,
\begin{align*}
R&=\sqrt{(1.50+0.40)^2+8(0.40)^2}\ \text{eV}=2.2113\ \text{eV},\\
\Delta&=\tfrac12(2.2113-1.50)\ \text{eV}=0.356\ \text{eV}.
\end{align*}
This corresponds to a temperature $\Delta/k_B$ of about 4130 K. Above the ground state the levels are $J=1$ at 0.356, $J=2$ at 0.609 and 1.302, and $J=0$ at 2.211 eV. The weights are $w_P=0.930$ and $w_{jj}=0.884$, with 0.23 electrons in $j=\tfrac12$.

Neither limit gives a good gap here. The LS value $\lambda/2$ is 0.200 eV, and 0.413 eV with its first correction, which is 16\% above the result of Eq.~(\ref{eq:gap}). The jj value $3\lambda/2$ is 0.600 eV, and 0.100 eV with its first correction, far too low. A large weight on a limiting state does not make the gap close to its limiting value: the gap is already 78\% above $\lambda/2$ when 93\% of the state is ${}^3P_0$.

The numerical check checks the levels, the gap and the weights against diagonalization of the 15-state Hamiltonian built from its definition.

\emph{Where the result fails.} Equation~(\ref{eq:gap}) holds for a single cubic ion in this model. A tetragonal field along $z$ conserves $J_z$ but not $J_x$ and $J_y$, so it splits the $J=1$ level into a singlet and a doublet. The neglect of $e_g$ is a large approximation when the cubic splitting $10Dq$ is a few eV. In the full $d$ shell, with Slater integrals scaled to the same $J_H=0.30$ eV ($F^4/F^2$ between 0.625 and 0.75) and $\lambda=0.40$ eV, the gap is about 0.50 eV at $10Dq=3$ eV and 0.46--0.47 eV at $10Dq=4$ eV instead of 0.356 eV, and the fivefold $J=2$ levels are no longer degenerate. Values of $\lambda$ and $J_H$ fitted with Eq.~(\ref{eq:gap}) are therefore effective parameters of the $t_{2g}$ model. Coupling to neighbouring ions that is not small compared with $\Delta$ invalidates the single-ion treatment.

\section*{Variation 1: the susceptibility}

\emph{Find the Van Vleck susceptibility per ion at zero temperature in a weak field.}

From $\mathbf J=\mathbf S-\mathbf L$ we have $\mathbf L+2\mathbf S=3\mathbf S-\mathbf J$. Since $J_z|g\rangle=0$, the moment operator acts as $-3\mu_BS_z$. The ground state is isotropic, so $\langle S_z^2\rangle=\tfrac13\langle\mathbf S^2\rangle=\tfrac23w_P$, and the summed squared matrix element is $9\mu_B^2\cdot\tfrac23w_P=6w_P\mu_B^2$. Second-order perturbation theory gives
\[
\delta E=-\frac{6w_P\mu_B^2B^2}{\Delta}=-\frac12\chi B^2
\quad\Rightarrow\quad
\chi=\frac{12\,w_P\,\mu_B^2}{\Delta}.
\]
The limits are $24\mu_B^2/\lambda$ for LS and $12\cdot\tfrac23\big/\tfrac32=\tfrac{16}3$ in units of $\mu_B^2/\lambda$ for jj coupling. In the example,
\[
\chi=\frac{12\times0.9296}{0.3557}\,\frac{\mu_B^2}{\text{eV}}=31.4\ \mu_B^2/\text{eV},
\]
or $1.01\times10^{-3}$ cm$^3$/mol. The program obtains the same value from the curvature of the ground-state energy in a field. The formula requires $\mu_BB\ll\Delta$ and $k_BT\ll\Delta$. It leaves out diamagnetism, $e_g$ admixture and the covalent reduction of the orbital moment. The last two are not small: with the same $J_H$ and $\lambda$ in the full $d$ shell at $10Dq=3$--4 eV, $\chi$ falls to about 18--21 $\mu_B^2$/eV, and replacing $\mathbf L$ by $0.8\,\mathbf L$ in the moment of the $t_{2g}$ model gives 27 $\mu_B^2$/eV.

\section*{Variation 2: spin-orbit coupling within \texorpdfstring{${}^3P$}{3P} alone}

\emph{Suppose the spin-orbit operator is projected on the ${}^3P$ term, as in a model with one spin $S=1$ and one orbital momentum $L=1$. What happens to the gap?}

The off-diagonal elements of $h_0$ and $h_2$ are dropped. Then ${}^3P_0$ stays at $-\lambda$ and ${}^3P_1$ at $-\lambda/2$, so the gap is $\lambda/2$ whatever the value of $J_H$. In the example this is 0.200 eV instead of 0.356 eV. The missing 0.156 eV is the lowering of the ground state from $-0.400$ to $-0.556$ eV by its mixing with ${}^1S_0$. The $J=1$ level has no partner and does not move. The dependence of the gap on Hund's coupling therefore comes entirely from the singlet admixture.

\section*{Computed values}
\begin{verbatim}
U = 2.00 eV, JH = 0.30 eV, lambda = 0.40 eV
JH/lambda = 0.750
3P energy without spin-orbit = 8.1000 eV
1D above 3P = 0.6000 eV, 1S above 3P = 1.5000 eV
J=0 coupling sqrt(2)*lambda = 0.5657 eV
J=2 coupling lambda/sqrt(2) = 0.2828 eV
R = 2.2113 eV
levels: J, degeneracy, E - E(3P) in eV, E - E(ground) in eV
  0  1    -0.5557     0.0000
  1  3    -0.2000     0.3557
  2  5     0.0536     0.6093
  2  5     0.7464     1.3021
  0  1     1.6557     2.2113
Van Vleck gap = 0.3557 eV
gap / k_B = 4127 K
gap without 3P-1S mixing = 0.2000 eV
LS limit lambda/2 = 0.2000 eV
LS with first correction = 0.4133 eV
jj limit 3*lambda/2 = 0.6000 eV
jj with first correction = 0.1000 eV
3P0 weight = 0.9296, 1S0 weight = 0.0704
filled j=3/2 shell weight = 0.8844
electrons in j=1/2 = 0.2312
squared moment element = 5.5776 muB^2
chi from formula = 31.364 muB^2/eV per ion
chi from energy curvature = 31.363 muB^2/eV per ion
muB = 9.2740e-21 erg/G
chi per mole = 1.014e-03 cm^3/mol
scan: JH/lambda, gap/lambda, w(3P0), w(jj), n(j=1/2)
   0.00  1.5000  0.6667  1.0000  0.0000
   0.10  1.3508  0.7343  0.9946  0.0109
   0.30  1.1375  0.8311  0.9636  0.0728
   0.60  0.9495  0.9082  0.9082  0.1835
   0.75  0.8892  0.9296  0.8844  0.2312
   1.00  0.8166  0.9523  0.8518  0.2965
   2.00  0.6789  0.9842  0.7788  0.4424
   5.00  0.5767  0.9971  0.7167  0.5667
  20.00  0.5198  0.9998  0.6798  0.6404
\end{verbatim}
